# Antibunching and bunching rates of a silicon carbide emitter with a shelf, part 1

(Sections cited here and not found follow in the second part.)

## From photon pairs to the two rates

Anyone who fits the photon autocorrelation of a single colour centre in silicon carbide must decide what to do with the two fitted rates: report their inverses as the lifetimes of the excited and metastable states, or pass them through a further calculation. The choice matters. In the example treated below, a centre with an excited lifetime of 6.25 ns and a shelf lifetime of 167 ns, pumped with 1 mW, has a curve whose time constants are 4.64 ns and 42.7 ns. Neither is a lifetime. Both belong to the whole pumped system, and the rate matrix says how they are related to the individual transitions.

The emitter has three states. State 1 is the ground state, state 2 the bright excited state, and state 3 a metastable shelf from which no counted photon is emitted. The rate $k_{ij}$ is the probability per unit time of a jump from state $i$ to state $j$, given that the emitter is in $i$. Four rates are kept: the pump $k_{12}$, the direct return $k_{21}$, the crossing to the shelf $k_{23}$, and the return from the shelf $k_{31}$. The first, third and fourth are taken as positive. The direct return may be partly nonradiative; its radiative part is $k_r\le k_{21}$.

The pump is steady, and each jump probability depends on the present state alone. This requires that optical coherence between states 1 and 2 die out much faster than the populations change. Pumping into a vibrational sideband, followed by fast relaxation, is the situation in mind. Resonant driving that produces Rabi oscillations lies outside the model, as do jumps to another charge state.

The autocorrelation compares the rate of photon pairs at separation $\tau$ with the rate expected for independent photons. Let a photon be detected with probability $\eta$, independent of the history of the emitter. In the steady state the probability of a detection in a short interval $dt$ is $\eta k_r p_2(\infty)\,dt$, where $p_2(\infty)$ is the steady population of state 2. The emission leaves the emitter in state 1. A time $\tau$ later the probability of being in state 2 is therefore $p_2(\tau|1)$, the solution of the rate equations that starts with the whole population in state 1. A second detection in $dt'$ then has probability $\eta k_r p_2(\tau|1)\,dt'$. Multiplying the two probabilities and dividing by the product of the mean rates gives

$$
g_2(\tau)=\frac{\eta k_r p_2(\infty)\;\eta k_r p_2(\tau|1)}{[\eta k_r p_2(\infty)]^2}
=\frac{p_2(\tau|1)}{p_2(\infty)} ,\qquad \tau\ge 0 .
$$

The detection efficiency and the radiative fraction cancel. The second photon need not be the next one after the first: other photons may be emitted in between, because $p_2(\tau|1)$ includes every path from state 1 to state 2. The expression thus describes a count of all pairs, not a histogram of waiting times between successive photons. For negative delay the two photons exchange roles, and $g_2(-\tau)=g_2(\tau)$.

What remains is to find $p_2(\tau|1)$. Each population loses what jumps out and gains what jumps in:

$$
\frac{d}{d\tau}\begin{pmatrix}p_1\\p_2\\p_3\end{pmatrix}
=M\begin{pmatrix}p_1\\p_2\\p_3\end{pmatrix},\qquad
M=\begin{pmatrix}-k_{12}&k_{21}&k_{31}\\ k_{12}&-(k_{21}+k_{23})&0\\ 0&k_{23}&-k_{31}\end{pmatrix}.
$$

Columns refer to the state that is left, rows to the state that is reached. Each column sums to zero, so the total population is conserved. Three abbreviations shorten the algebra:

$$
G=k_{21}+k_{23},\qquad K=k_{12}+G,\qquad D=K-k_{31}.
$$

$G$ is the total rate of leaving the excited state, so $1/G$ is the excited lifetime. A solution proportional to $e^{x\tau}$ requires $\det(xI-M)=0$. Expansion along the first row gives

$$
\det(xI-M)=(x+k_{12})(x+G)(x+k_{31})-k_{12}k_{21}(x+k_{31})-k_{12}k_{23}k_{31}.
$$

The first two terms share the factor $x+k_{31}$. What multiplies it is

$$
(x+k_{12})(x+G)-k_{12}k_{21}=x^2+Kx+k_{12}k_{23},
$$

because $k_{12}G-k_{12}k_{21}=k_{12}k_{23}$. Multiplication by $x+k_{31}$ produces the constant $k_{12}k_{23}k_{31}$, which the last term removes. Hence

$$
\det(xI-M)=x\,(x^2+Sx+Q),
$$

$$
S=K+k_{31},\qquad Q=k_{31}K+k_{12}k_{23}.
$$

The root $x=0$ is the steady state. The other two are written $x=-\lambda_1$ and $x=-\lambda_2$, with

$$
\lambda_{1,2}=\frac{S\pm\sqrt{S^2-4Q}}{2},\qquad
\lambda_1+\lambda_2=S,\qquad \lambda_1\lambda_2=Q .
$$

When they are real, $\lambda_1$ is the larger. Their sum and product are positive, so both are positive and the populations settle. If the roots are complex, their common real part is $S/2$, again positive.

The steady state follows from two balances. For state 2, $k_{12}p_1=Gp_2$; for state 3, $k_{23}p_2=k_{31}p_3$. Expressing $p_1$ and $p_3$ by $p_2$ and setting the total to one gives

$$
p_2(\infty)\left(\frac{G}{k_{12}}+1+\frac{k_{23}}{k_{31}}\right)=1
\quad\Longrightarrow\quad
p_2(\infty)=\frac{k_{12}k_{31}}{Q},
$$

since multiplying the bracket by $k_{12}k_{31}$ gives $k_{31}G+k_{12}k_{31}+k_{12}k_{23}=Q$. Collecting the terms of $Q$ that contain the pump puts the same result in the form of a saturation curve:

$$
p_2(\infty)=\frac{k_{31}}{k_{31}+k_{23}}\;\frac{k_{12}}{k_{12}+k_{\rm sat}},\qquad
k_{\rm sat}=\frac{k_{31}G}{k_{31}+k_{23}} .
$$

The first factor is the ceiling that the shelf sets on the excited population, however strong the pump.

For distinct roots, $g_2$ is one plus two exponentials. Let $a$ be the coefficient of the second and $b$ that of the first. At zero delay the emitter is in state 1, so $g_2(0)=0$ and $b=-(1+a)$:

$$
g_2(\tau)=1-(1+a)e^{-\lambda_1\tau}+a\,e^{-\lambda_2\tau}.
$$

The initial slope fixes $a$. At $\tau=0$ states 2 and 3 are empty, and the second rate equation reduces to $dp_2/d\tau=k_{12}$. Division by $p_2(\infty)$ gives $g_2'(0)=Q/k_{31}=\lambda_1\lambda_2/k_{31}$. Differentiating the two exponentials gives the same slope in terms of $a$, so that

$$
(1+a)\lambda_1-a\lambda_2=\frac{\lambda_1\lambda_2}{k_{31}} .
$$

Moving $\lambda_1$ to the right leaves $a(\lambda_1-\lambda_2)=\lambda_1(\lambda_2-k_{31})/k_{31}$, and therefore

$$
a=\frac{\lambda_1(\lambda_2-k_{31})}{k_{31}(\lambda_1-\lambda_2)},\qquad
1+a=\frac{\lambda_2(\lambda_1-k_{31})}{k_{31}(\lambda_1-\lambda_2)} .
$$

The second expression follows by adding one to the first over the common denominator.

If $a>0$, the first exponential makes the curve rise from zero, which is antibunching, and the second is an excess of pairs that decays towards one, which is bunching. Then $\lambda_1$ is the antibunching rate and $\lambda_2$ the bunching rate. The excess arises because a detected photon shows that the emitter is not on the shelf at that moment. Once the emitter has had time to be excited again, further photons are more likely than average, until the probability of being shelved has recovered to its steady value.

A shelf does not by itself guarantee this behaviour. The sign of $a$ depends on where $k_{31}$ lies relative to the two roots, so consider the differences $u_i=\lambda_i-k_{31}$. Their sum is $S-2k_{31}=D$. Their product is

$$
u_1u_2=Q-k_{31}S+k_{31}^2
=k_{31}K+k_{12}k_{23}-k_{31}K-k_{31}^2+k_{31}^2=k_{12}k_{23}.
$$

They are thus the roots of $u^2-Du+k_{12}k_{23}=0$, which are

$$
u_{1,2}=\frac{D\pm\sqrt{D^2-4k_{12}k_{23}}}{2} .
$$

Because the product is positive, real differences have the same sign, and it is the sign of $D$. Three cases follow.

If $D>2\sqrt{k_{12}k_{23}}$, the roots are real and distinct, both exceed $k_{31}$, and $a>0$. Writing out $D$ gives the condition for a separate bunching exponential,

$$
k_{31}<k_{21}+\left(\sqrt{k_{12}}-\sqrt{k_{23}}\right)^2 .
$$

If $D<-2\sqrt{k_{12}k_{23}}$, both roots lie below $k_{31}$, and $a$ and $1+a$ are both negative. With $c=-(1+a)>0$ the curve becomes

$$
g_2(\tau)-1=-e^{-\lambda_2\tau}-c\left(e^{-\lambda_2\tau}-e^{-\lambda_1\tau}\right)<0 .
$$

It stays below one at every finite delay: the shelf empties too quickly to produce bunching.

If $|D|<2\sqrt{k_{12}k_{23}}$, the roots are complex. With $\omega=\tfrac12\sqrt{4k_{12}k_{23}-D^2}$, the conditions at zero delay give

$$
g_2(\tau)=1-e^{-S\tau/2}\left[\cos\omega\tau+\frac{S/2-Q/k_{31}}{\omega}\sin\omega\tau\right].
$$

This is damped ringing about one. It needs no optical coherence; it comes from the one-way circulation $1\to2\to3\to1$. When the other three rates are equal, the maximum of the curve tends to 1.163 as $k_{21}\to0$; at $k_{21}=0$ itself there would be no photons to count. Such an overshoot is an excess of pairs, but there is no second real rate to assign to it.

On the two boundaries the roots coincide at $\lambda=S/2$. The same initial conditions then give $g_2=1-e^{-\lambda\tau}[1+\lambda(k_{31}-\lambda)\tau/k_{31}]$. Since $\lambda-k_{31}=D/2$, this overshoots one on the boundary with positive $D$ and stays below one on the other.

The bunching condition was tested by numerical diagonalization of the rate matrix for 300 random sets, each rate drawn evenly on a logarithmic scale between $10^{-1.5}$ and $10^{1.5}$ in common units. A positive slow exponential appeared in 224 sets, and these were the sets that satisfied the inequality. Complex roots occurred in 23 sets and real roots without bunching in 53. At three delays for each set, the formula for $g_2$ differed from the matrix exponential by at most $1.3\times10^{-14}$, after division by $1+|a|$.

In the bunching case, two delays describe the shape. The curve first reaches one where the two exponential terms cancel, $(1+a)e^{-\lambda_1\tau}=ae^{-\lambda_2\tau}$, which gives

$$
\tau_c=\frac{1}{\lambda_1-\lambda_2}\ln\frac{1+a}{a}.
$$

It peaks where its derivative vanishes, $(1+a)\lambda_1e^{-\lambda_1\tau}=a\lambda_2e^{-\lambda_2\tau}$, hence

$$
\tau_p=\frac{1}{\lambda_1-\lambda_2}\ln\frac{(1+a)\lambda_1}{a\lambda_2}.
$$

Using the peak condition to eliminate the fast exponential gives the height

$$
g_2(\tau_p)=1+a\left(1-\frac{\lambda_2}{\lambda_1}\right)e^{-\lambda_2\tau_p}.
$$

The peak is therefore lower than $1+a$. It approaches that value when $\lambda_2/\lambda_1$ and $\lambda_2\tau_p$ are both small, so that the antibunching dip has closed before the excess has begun to decay.

The three-state model now gives $g_2(\tau)$ in terms of the four transition rates, together with the condition for a separate bunching exponential. What remains is to find how the two decay rates change with the pump, how far a fitted curve determines the transition rates, and what the formulas give for a silicon vacancy.
